# Uniqueness of the Schrödinger–Poisson solution at fixed chemical potential by convexity: verification in Python

```python
"""Schroedinger-Poisson at fixed chemical potential (mu = 0) as a convex problem.

Result under test: the functional of the electrostatic potential energy u(z),
  J[u] = int eps u'^2/(2 e^2) dz + int Nd u dz + sum_i G(E_i[u]),
is strictly convex, and its only stationary point is the Hartree solution
  -(eps u')' = e^2 (n[u] - Nd),   n[u] = sum_i N(E_i) |psi_i|^2.
E_i, psi_i: subbands of -hbar^2/(2m) d^2/dz^2 + V0 + u; N(E): electrons per area
in a subband at E; G(E): integral of N from E to infinity; Nd: donor density.
Boundary: u fixed at the gate z = 0, zero field at the back of the structure.
Internal units: eV and nm.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spence

# Rough typical values for a gated AlGaAs/GaAs modulation-doped well
TEMP = 300.0
MASS, MASS_BARRIER = 0.067, 0.092
EPS, EPS_BARRIER = 12.9, 12.0
OFFSET, U_GATE = 0.25, 0.90
DONOR_SHEET = 0.026            # nm^-2
DOPED, WELL, LENGTH = (26.0, 30.0), (35.0, 50.0), 65.0
KT = sc.k * TEMP / sc.e
Q = sc.e / sc.epsilon_0 * 1e9  # e^2/epsilon_0 in eV nm
HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # hbar^2/(2 m_e), eV nm^2
DOS = MASS / (2 * np.pi * HB)  # per eV per nm^2, both spins


def occupation(energy):
    return DOS * KT * np.logaddexp(0, -energy / KT)


def occupation_slope(energy):
    return -DOS / (1 + np.exp(energy / KT))


def occupation_integral(energy):
    return -DOS * KT**2 * spence(1 + np.exp(-energy / KT))


def layer(z, limits):
    """1 inside, 1/2 on an edge, 0 outside."""
    a, b = limits
    closed = (z > a - 1e-9) & (z < b + 1e-9)
    opened = (z > a + 1e-9) & (z < b - 1e-9)
    return 0.5 * closed + 0.5 * opened


def kinetic(edge_mass, h):
    t = HB / (edge_mass * h * h)
    return np.diag(t[:-1] + t[1:]) - np.diag(t[1:-1], 1) - np.diag(t[1:-1], -1)


def build(h, eps_barrier=EPS, binding=None):
    """binding None: donors fully ionized; otherwise donor level depth in eV."""
    count = int(round(LENGTH / h)) - 1
    z = h * np.arange(1, count + 1)
    middle = z - h / 2
    eps_edge = np.where(layer(middle, WELL) > 0, EPS, eps_barrier)
    k = eps_edge / (Q * h)
    stiff = np.diag(k + np.append(k[1:], 0))
    stiff -= np.diag(k[1:], 1) + np.diag(k[1:], -1)
    donors = DONOR_SHEET / (DOPED[1] - DOPED[0]) * layer(z, DOPED)
    return SimpleNamespace(h=h, z=z, k=k, stiff=stiff, donors=donors,
                           v0=-OFFSET * layer(z, WELL), binding=binding,
                           kin=kinetic(np.full(count + 1, MASS), h))


def donor_terms(d, u):
    """Donor part of J per volume, its first and its second derivative."""
    if d.binding is None:
        return d.donors * u, d.donors, 0 * u
    x = (u - d.binding) / KT
    ionized = 1 / (1 + 2 * np.exp(-x))
    return (d.donors * KT * np.logaddexp(np.log(2), x), d.donors * ionized,
            d.donors * ionized * (1 - ionized) / KT)


def states(d, u):
    return np.linalg.eigh(d.kin + np.diag(d.v0 + u))


def levels(d, u):
    return np.linalg.eigvalsh(d.kin + np.diag(d.v0 + u))


def density(d, u):
    e, c = states(d, u)
    return (c**2) @ occupation(e) / d.h


def electron_part(d, u):
    return occupation_integral(levels(d, u)).sum()


def functional(d, u):
    du = np.diff(np.concatenate(([U_GATE], u)))
    return (0.5 * np.sum(d.k * du**2) + d.h * donor_terms(d, u)[0].sum()
            + electron_part(d, u))


def electron_hessian(e, c):
    gap = e[:, None] - e[None, :]
    close = np.abs(gap) < 1e-7
    n = occupation(e)
    ratio = (n[:, None] - n[None, :]) / np.where(close, 1.0, gap)
    mean = 0.5 * (e[:, None] + e[None, :])
    ratio = np.where(close, occupation_slope(mean), ratio)
    pairs = (c[:, :, None] * c[:, None, :]).reshape(len(e), -1)
    return -(pairs * ratio.ravel()) @ pairs.T


def poisson_output(d, u):
    """Integrate Poisson's equation twice for the charge that u produces."""
    charge = d.h * (density(d, u) - donor_terms(d, u)[1])
    flux = np.cumsum(charge[::-1])[::-1]
    return U_GATE + np.cumsum(flux / d.k)


def minimize(d, u):
    for iteration in range(1, 101):
        e, c = states(d, u)
        _, ionized, ionized_slope = donor_terms(d, u)
        grad = d.stiff @ u + d.h * ionized - (c**2) @ occupation(e)
        grad[0] -= d.k[0] * U_GATE
        hess = d.stiff + np.diag(d.h * ionized_slope) + electron_hessian(e, c)
        step = -np.linalg.solve(hess, grad)
        value, slope, t = functional(d, u), grad @ step, 1.0
        while functional(d, u + t * step) > value + 1e-4 * t * slope + 1e-14:
            t /= 2
            assert t > 1e-9, "line search failed"
        u = u + t * step
        if t == 1.0 and np.max(np.abs(step)) < 1e-9:
            assert np.max(np.abs(poisson_output(d, u) - u)) < 1e-7
            return u, iteration
    raise AssertionError("Newton iteration did not converge")


rng = np.random.default_rng(7)
dev = build(0.5)
z, h = dev.z, dev.h


def random_shape():
    modes = np.arange(1, 9)
    s = np.sin(np.outer(z, modes) * np.pi / LENGTH + rng.uniform(0, 6.28, 8))
    s = s @ rng.normal(size=8)
    return s / np.max(np.abs(s))


# G against direct quadrature of N
for energy in (-0.1, 0.0, 0.08):
    area = quad(occupation, energy, energy + 50 * KT, epsabs=1e-14)[0]
    assert abs(area / occupation_integral(energy) - 1) < 1e-7

# First and second variations against finite differences
base, w = 0.2 + 0.1 * random_shape(), random_shape()
s = 1e-5
numeric = (electron_part(dev, base + s*w) - electron_part(dev, base - s*w)) / (2*s)
assert abs(numeric + h * density(dev, base) @ w) < 1e-6 * h * density(dev, base).sum()
chi = electron_hessian(*states(dev, base))
change = (density(dev, base + s * w) - density(dev, base - s * w)) / (2 * s)
assert np.max(np.abs(change + chi @ w / h)) < 1e-5 * np.max(np.abs(change))
s = 3e-4
curve = (electron_part(dev, base + s*w) + electron_part(dev, base - s*w)
         - 2 * electron_part(dev, base)) / s**2
assert curve > 0 and abs(curve / (w @ chi @ w) - 1) < 5e-4
# Constant shift: curvature equals the change of electron number with mu
s = 1e-5
e_base = levels(dev, base)
dn_dmu = (occupation(e_base - s).sum() - occupation(e_base + s).sum()) / (2 * s)
assert dn_dmu > 0 and abs(chi.sum() / dn_dmu - 1) < 1e-6

# Minimization from very different starts
starts = [np.full(len(z), -0.5), np.full(len(z), 2.0),
          U_GATE * (1 - z / LENGTH), 0.3 + 0.5 * random_shape()]
runs = [minimize(dev, start) for start in starts]
u = runs[0][0]
spread = max(np.max(np.abs(r[0] - u)) for r in runs)
assert spread < 1e-7

# Ordinary damped self-consistency loop, which never uses J
loop = np.full(len(z), 0.3)
for iteration in range(500):
    if iteration == 100:
        snapshot = loop.copy()
    loop = loop + 0.05 * (poisson_output(dev, loop) - loop)
loop_difference = np.max(np.abs(loop - u))
assert loop_difference < 1e-6
mismatch = snapshot - poisson_output(dev, snapshot)
bound = np.sqrt((mismatch @ dev.stiff @ mismatch) * np.sum(1 / dev.k))
true_error = np.max(np.abs(snapshot - u))
assert true_error <= bound

# Random pairs: convexity, monotone density, fixed-number concavity, error bound


def fixed_number_energy(e, number):
    mu = brentq(lambda m: occupation(e - m).sum() - number, e[0] - 1, e[0] + 1,
                xtol=1e-13)
    return mu * number - occupation_integral(e - mu).sum()


PAIRS, smallest_ratio = 40, np.inf
for _ in range(PAIRS):
    a = 0.2 + 0.2 * random_shape()
    b = 0.2 + 0.2 * random_shape()
    d, mid = a - b, (a + b) / 2
    gap = (functional(dev, a) + functional(dev, b)) / 2 - functional(dev, mid)
    field_gap = d @ dev.stiff @ d / 8
    smallest_ratio = min(smallest_ratio, gap / field_gap)
    assert gap > field_gap > 0
    assert (density(dev, a) - density(dev, b)) @ d < 0
    f_a, f_b, f_mid = (fixed_number_energy(levels(dev, x), 0.007)
                       for x in (a, b, mid))
    assert f_mid > (f_a + f_b) / 2
    m = a - poisson_output(dev, a)
    assert (a - u) @ dev.stiff @ (a - u) <= m @ dev.stiff @ m

# One level with u = sign*U*n(u): repulsion gives one root, attraction several
U_TOY = 0.2
grid = np.linspace(-0.5123, 0.5077, 4001)
roots = {}
for sign in (1, -1):
    g = grid - sign * U_TOY * 2 / (1 + np.exp((U_TOY + grid) / KT))
    roots[sign] = int(np.sum(g[1:] * g[:-1] < 0))
assert roots[1] == 1 and roots[-1] == 3

# Results of the example
e, c = states(dev, u)
sub = occupation(e)
ns = sub.sum()
n = density(dev, u)
edge = dev.v0 + u
gate_field = (U_GATE - u[0]) / h
assert abs(gate_field - Q / EPS * (DONOR_SHEET - ns)) < 1e-7
outside = 1 - h * (n * layer(z, WELL)).sum() / ns
in_well = layer(z, WELL) == 1
in_doped = layer(z, DOPED) > 0


def sheet(device):
    return h * density(device, minimize(device, u)[0]).sum()


coarse = build(1.0)
u_coarse = minimize(coarse, np.full(len(coarse.z), 0.3))[0]
ns_coarse = coarse.h * density(coarse, u_coarse).sum()
assert abs(ns_coarse / ns - 1) < 0.03

# Sizes of neglected effects
p1 = c[:, 0]**2
exchange = -Q / (4 * np.pi * EPS) * p1 @ (3 * n / np.pi)**(1 / 3)
edges = h * (np.arange(len(z) + 1) + 0.5)
edge_mass = np.where(layer(edges, WELL) > 0, MASS, MASS_BARRIER)
shift_mass = np.linalg.eigvalsh(kinetic(edge_mass, h) + np.diag(edge))[0] - e[0]
ns_eps = sheet(build(h, eps_barrier=EPS_BARRIER))
ns_shallow = sheet(build(h, binding=0.01))
deep = build(h, binding=0.10)
u_deep = minimize(deep, u)[0]
assert np.max(np.abs(minimize(deep, np.full(len(z), 1.5))[0] - u_deep)) < 1e-7
ns_deep = h * density(deep, u_deep).sum()
kin1 = c[:, 0] @ dev.kin @ c[:, 0]
NONPARABOLICITY = 0.64         # per eV, rough
nonpar = NONPARABOLICITY * (kin1 + KT)
L_GAP, L_MASS = 0.29, 0.31     # eV and in-plane mass per valley, rough
l_share = (4 * L_MASS / MASS * occupation(e[0] + L_GAP)) / ns
BARRIER_GAP = 1.8              # eV, rough
hole_factor = np.exp(-(BARRIER_GAP - U_GATE) / KT)
front = z < WELL[0]
kappa = np.sqrt(np.maximum(edge[front] - e[0], 0) * MASS / HB)
wkb = 2 * h * kappa.sum()
BREAKDOWN = 0.4                # MV/cm, rough
distance = (z @ n) / n.sum() - sum(DOPED) / 2
compress = -occupation_slope(e).sum()
coupling = Q / (2 * EPS)
variance = DONOR_SHEET / (2 * np.pi) * quad(
    lambda q: q * (coupling * np.exp(-q * distance)
                   / (q + coupling * compress))**2, 0, 40 / distance)[0]

print(f"Temperature {TEMP:.0f} K, kT = {1e3*KT:.2f} meV")
print(f"Mass well {MASS}, barrier {MASS_BARRIER} (electron masses)")
print(f"Relative permittivity {EPS}, barrier value {EPS_BARRIER}")
print(f"Band offset {OFFSET} eV, gate barrier {U_GATE} eV")
print(f"Donor sheet density {DONOR_SHEET*1e14:.2e} cm^-2")
print(f"Doped layer {DOPED} nm, well {WELL} nm, back {LENGTH} nm")
print(f"Grid step {h} nm, {len(z)} points")
print(f"2D density of states {DOS*1e14:.3e} per eV cm^2")
print("Newton steps from four starts:", [r[1] for r in runs])
print(f"Largest spread of the four solutions {spread:.1e} eV")
print(f"Self-consistency loop minus minimizer {loop_difference:.1e} eV")
print(f"Loop after 100 steps: true error {1e3*true_error:.3f} meV")
print(f"Loop after 100 steps: guaranteed bound {1e3*bound:.3f} meV")
print(f"Random pairs tested {PAIRS}")
print(f"Smallest convexity gap / field part {smallest_ratio:.3f}")
print(f"One-level model: interaction {U_TOY} eV, level at +{U_TOY} eV")
print(f"One-level roots: repulsive {roots[1]}, attractive {roots[-1]}")
print(f"Electron sheet density {ns*1e14:.3e} cm^-2")
print(f"Same on 1.0 nm grid {ns_coarse*1e14:.3e} cm^-2")
print("Subband energies E1-E3 (mu=0):", np.round(1e3*e[:3], 1), "meV")
print("Subband shares 1-3:", np.round(100*sub[:3]/ns, 1), "%")
print(f"Peak electron density {n.max()*1e21:.2e} cm^-3")
print(f"Electrons outside the well {100*outside:.2f} %")
print(f"Lowest band edge in well {1e3*edge[in_well].min():.1f} meV")
print(f"Lowest band edge in doped layer {1e3*edge[in_doped].min():.1f} meV")
print(f"Field at gate {10*gate_field:.3f} MV/cm")
print(f"Gate field / rough breakdown field {10*gate_field/BREAKDOWN:.2f}")
print(f"Minimum of J {1e3*functional(dev, u):.4f} meV/nm^2")
print(f"Neglected: exchange shift of E1 {1e3*exchange:.1f} meV")
print(f"Neglected: random-donor rms potential {1e3*np.sqrt(variance):.1f} meV")
print(f"Neglected: barrier-mass shift of E1 {1e3*shift_mass:.2f} meV")
print(f"Density with barrier permittivity {ns_eps*1e14:.3e} cm^-2")
print(f"Density with 0.01 eV donor level {ns_shallow*1e14:.3e} cm^-2")
print(f"Density with 0.10 eV donor level {ns_deep*1e14:.3e} cm^-2")
print(f"Neglected: nonparabolic energy lowering {100*nonpar:.1f} %")
print(f"Neglected: L-valley share {100*l_share:.3f} %")
print(f"Neglected: hole Boltzmann factor at gate {hole_factor:.1e}")
print(f"Neglected: gate tunnelling factor {np.exp(-wkb):.1e}")
print("OK")
```

Printed output:

```
Temperature 300 K, kT = 25.85 meV
Mass well 0.067, barrier 0.092 (electron masses)
Relative permittivity 12.9, barrier value 12.0
Band offset 0.25 eV, gate barrier 0.9 eV
Donor sheet density 2.60e+12 cm^-2
Doped layer (26.0, 30.0) nm, well (35.0, 50.0) nm, back 65.0 nm
Grid step 0.5 nm, 129 points
2D density of states 2.799e+13 per eV cm^2
Newton steps from four starts: [9, 9, 7, 8]
Largest spread of the four solutions 1.8e-14 eV
Self-consistency loop minus minimizer 4.3e-12 eV
Loop after 100 steps: true error 3.478 meV
Loop after 100 steps: guaranteed bound 40.002 meV
Random pairs tested 40
Smallest convexity gap / field part 1.001
One-level model: interaction 0.2 eV, level at +0.2 eV
One-level roots: repulsive 1, attractive 3
Electron sheet density 6.372e+11 cm^-2
Same on 1.0 nm grid 6.365e+11 cm^-2
Subband energies E1-E3 (mu=0): [ -1.7  48.  125.1] meV
Subband shares 1-3: [82.5 16.5  0.9] %
Peak electron density 6.51e+17 cm^-3
Electrons outside the well 3.09 %
Lowest band edge in well -54.3 meV
Lowest band edge in doped layer 142.6 meV
Field at gate 0.275 MV/cm
Gate field / rough breakdown field 0.69
Minimum of J 11.7478 meV/nm^2
Neglected: exchange shift of E1 -8.6 meV
Neglected: random-donor rms potential 9.0 meV
Neglected: barrier-mass shift of E1 -1.27 meV
Density with barrier permittivity 7.221e+11 cm^-2
Density with 0.01 eV donor level 6.238e+11 cm^-2
Density with 0.10 eV donor level 4.913e+11 cm^-2
Neglected: nonparabolic energy lowering 2.6 %
Neglected: L-valley share 0.030 %
Neglected: hole Boltzmann factor at gate 7.6e-16
Neglected: gate tunnelling factor 3.6e-26
OK
```
